# Choosing the node number in a dislocation model of film cracks: test program

```python
"""
Partial-depth crack in a stressed film, solved as a row of edge dislocations.

Result under test: for a film (thickness h) on a half-space, with a crack
x = 0, 0 < y < a < h under uniform film tension sigma, the density
    B = -d(opening)/dy = (4 sigma/E1') phi(s) sqrt((1+s)/(1-s)),
    y = a(1+s)/2,
found by Gauss-Chebyshev collocation, gives both the opening and
    K = sigma sqrt(2 pi a) phi(1).
E1', E2': plane-strain moduli of film and substrate; ratio = E1'/E2';
q = n1 + ratio (1 - n2), with n = nu/(1-nu).
F = K/(sigma sqrt(pi a)).  Inside the functions the length unit is h,
and openings are returned as opening * E1'/(sigma h).
"""
import numpy as np
from scipy.integrate import quad
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve


def elastic_pair(E1, nu1, E2, nu2):
    """Modulus ratio and q, the only two elastic numbers in the kernel."""
    ratio = (E1 / (1 - nu1**2)) / (E2 / (1 - nu2**2))
    q = nu1 / (1 - nu1) + ratio * (1 - nu2 / (1 - nu2))
    return ratio, q


def half_plane_image(y, eta):
    Y, H = y[:, None], eta[None, :]
    return (H - Y) / (Y + H)**2 - 4 * H * Y / (Y + H)**3


def substrate_correction(y, eta, ratio, q):
    """Extra stress kernel caused by the substrate, by a wavenumber integral."""
    kmax = 40.0 / (2.0 - y.max() - eta.max())
    edges = np.concatenate(([0.0], np.geomspace(0.1, kmax, 15)))
    g, gw = np.polynomial.legendre.leggauss(16)
    half = np.diff(edges) / 2
    k = ((edges[:-1] + half)[:, None] + half[:, None] * g).ravel()
    wk = (half[:, None] * gw).ravel()

    def interface(f, f1, f2, f3):
        return (f2 + 2 * ratio * f1 + q * f,
                f3 - (2 + q) * f1 - 2 * ratio * f)

    sh, ch = np.sinh(k), np.cosh(k)
    a11, a21 = interface(k * sh, k * ch + sh, 2 * ch + k * sh, 3 * sh + k * ch)
    a12, a22 = interface(k * ch - sh, k * sh, sh + k * ch, 2 * ch + k * sh)
    det = a11 * a22 - a12 * a21
    kk = k[:, None]
    zeta = kk * eta[None, :]
    P = 2 * zeta * np.sinh(zeta)
    Q = -2 * (np.sinh(zeta) + zeta * np.exp(-zeta))
    T, decay = P + Q * kk, np.exp(-kk)
    r1, r2 = interface(T * decay, (Q - T) * decay,
                       (T - 2 * Q) * decay, (3 * Q - T) * decay)
    G1 = (-r1 * a22[:, None] + r2 * a12[:, None]) / det[:, None]
    G2 = (-r2 * a11[:, None] + r1 * a21[:, None]) / det[:, None]
    z = y[:, None] * k[None, :]
    curv1 = 2 * np.cosh(z) + z * np.sinh(z)
    curv2 = np.sinh(z) + z * np.cosh(z)
    return (curv1 * wk) @ G1 + (curv2 * wk) @ G2


def kernel(y, eta, pair):
    total = 1 / (y[:, None] - eta[None, :]) + half_plane_image(y, eta)
    if pair is not None:
        total = total + substrate_correction(y, eta, *pair)
    return total


def rule(N):
    i = np.arange(1, N + 1)
    theta = np.pi * (2 * i - 1) / (2 * N + 1)
    t = np.cos(2 * np.pi * i / (2 * N + 1))
    s = np.cos(theta)
    return theta, s, t, 2 * (1 + s) / (2 * N + 1)


def solve_crack(a, pair, N=160):
    """pair=None means equal elastic constants in film and substrate."""
    theta, s, t, W = rule(N)
    eta, y = a * (1 + s) / 2, a * (1 + t) / 2
    phi = np.linalg.solve(kernel(y, eta, pair) * W * a / 2, -np.ones(N))
    n = np.arange(N)[:, None]
    V = np.cos((n + 0.5) * theta) / np.cos(theta / 2)
    c = V @ (W * phi)
    return {"a": a, "phi": phi, "c": c, "W": W, "eta": eta,
            "F": np.sqrt(2) * c.sum(), "mouth": 2 * np.pi * a * c[0],
            "area": np.pi * a**2 * np.sum(W * (1 + s) * phi)}


def opening(sol, y):
    th = np.arccos(np.clip(2 * np.asarray(y) / sol["a"] - 1, -1, 1))
    c = sol["c"]
    total = c[0] * (np.sin(th) + th)
    for n in range(1, len(c)):
        total = total + c[n] * (np.sin((n + 1) * th) / (n + 1)
                                + np.sin(n * th) / n)
    return 2 * sol["a"] * total


# ---------- independent finite-element solution (quadratic elements) ----------
def graded(first, length, growth, largest):
    sizes, d = [], first
    while sum(sizes) < length:
        sizes.append(d)
        d = min(d * growth, largest)
    return np.cumsum(sizes) * length / sum(sizes)


def line_matrices(edges, coef):
    """Integrals of coef times u*v, u'*v', u'*v for 1D quadratic elements."""
    n = 2 * len(edges) - 1
    M, D, C = np.zeros((n, n)), np.zeros((n, n)), np.zeros((n, n))
    m = np.array([[4, 2, -1], [2, 16, 2], [-1, 2, 4]]) / 30
    d = np.array([[7, -8, 1], [-8, 16, -8], [1, -8, 7]]) / 3
    c = np.array([[-3, -4, 1], [4, 0, -4], [-1, 4, 3]]) / 6
    for e, length in enumerate(np.diff(edges)):
        b = slice(2 * e, 2 * e + 3)
        M[b, b] += coef[e] * length * m
        D[b, b] += coef[e] / length * d
        C[b, b] += coef[e] * c
    return M, D, C


def finite_elements(a, E1, nu1, E2, nu2, size=60.0):
    first, growth = 0.001, 1.3
    ex = np.concatenate(([0.0], graded(first, size, growth, np.inf)))
    up = a - graded(first, a, growth, 0.08)[::-1]
    up[0] = 0.0
    ey = np.concatenate((up, [a], a + graded(first, 1 - a, growth, 0.08),
                         1 + graded(0.08, size - 1, growth, np.inf)))
    mid = (ey[1:] + ey[:-1]) / 2
    film = mid < 1
    E, nu = np.where(film, E1, E2), np.where(film, nu1, nu2)
    mu = E / (2 * (1 + nu))
    c11 = E * (1 - nu) / ((1 + nu) * (1 - 2 * nu))
    Mx, Dx, Cx = line_matrices(ex, np.ones(len(ex) - 1))
    M11, D11, _ = line_matrices(ey, c11)
    Mmu, Dmu, Cmu = line_matrices(ey, mu)
    C12 = line_matrices(ey, c11 - 2 * mu)[2]

    def kron(A, B):
        return sp.kron(sp.csr_matrix(A), sp.csr_matrix(B), format="csr")

    Kuu = kron(Dx, M11) + kron(Mx, Dmu)
    Kvv = kron(Mx, D11) + kron(Dx, Mmu)
    Kuv = kron(Cx, C12.T) + kron(Cx.T, Cmu)
    stiff = sp.bmat([[Kuu, Kuv], [Kuv.T, Kvv]], format="csr")
    nx, ny = 2 * len(ex) - 1, 2 * len(ey) - 1
    ynode = np.empty(ny)
    ynode[::2], ynode[1::2] = ey, mid
    load = np.zeros(2 * nx * ny)
    load[:ny] = line_matrices(ey, (mid < a).astype(float))[0].sum(axis=1)
    free = np.ones(2 * nx * ny, dtype=bool)
    free[:ny][ynode > a - 1e-9] = False          # symmetry plane below the tip
    free[nx * ny + ny - 1::ny] = False           # bottom rests on rollers
    idx = np.flatnonzero(free)
    u = np.zeros(2 * nx * ny)
    u[idx] = spsolve(stiff[idx][:, idx].tocsc(), load[idx])
    scale = E1 / (1 - nu1**2)
    on = ynode < a - 1e-9
    return ynode[on], 2 * u[:ny][on] * scale, 2 * (load @ u) * scale


# ---------- worked parameters ----------
E_film, nu_film, E_sub, nu_sub = 200.0, 0.25, 80.0, 0.20      # GPa
h_nm, a_nm, sigma_GPa = 200.0, 120.0, 1.0
a = a_nm / h_nm
pair = elastic_pair(E_film, nu_film, E_sub, nu_sub)
Ef = E_film / (1 - nu_film**2)

# singular quadrature against a direct principal-value integral
theta, s, t, W = rule(12)
rule_error = 0.0
for j in (1, 5, 9):
    tj = np.arccos(t[j])

    def smooth(x, tj=tj):
        return ((1 + np.cos(x)) * np.exp(np.cos(x))
                / (np.sin((x + tj) / 2) * np.sinc((x - tj) / (2 * np.pi))))

    direct = quad(smooth, 0, np.pi, weight="cauchy", wvar=tj)[0] / np.pi
    rule_error = max(rule_error, abs(np.sum(W * np.exp(s) / (t[j] - s)) - direct))
assert rule_error < 1e-7

# substrate kernel: absent for equal materials, and obeying Betti reciprocity
grid = np.linspace(0.05, 0.75, 8)
same = elastic_pair(E_film, nu_film, E_film, nu_film)
assert np.max(np.abs(substrate_correction(grid, grid, *same))) < 1e-9


def slope_eta(y, eta, step=1e-3):
    v = substrate_correction(np.array([y]), np.array([eta - step, eta + step]), *pair)
    return (v[0, 1] - v[0, 0]) / (2 * step)


recip = (slope_eta(0.3, 0.55), slope_eta(0.55, 0.3))
assert abs(recip[0] - recip[1]) < 1e-4 * abs(recip[0])

# convergence
counts = (1, 2, 5, 10, 20, 40, 80, 160)
conv_equal = [solve_crack(a, None, N) for N in counts]
conv_layer = [solve_crack(a, pair, N) for N in counts]
for conv in (conv_equal, conv_layer):
    assert abs(conv[-1]["F"] - conv[-2]["F"]) < 2e-4
    assert abs(conv[-1]["mouth"] / conv[-2]["mouth"] - 1) < 1e-3
sol = conv_layer[-1]

# K from the total stress just ahead of the tip (linear extrapolation in r)
r = a * np.array([0.01, 0.02])
ahead = 1 + kernel(a + r, sol["eta"], pair) @ (sol["W"] * sol["phi"]) * a / 2
apparent = ahead * np.sqrt(2 * r / a)
F_stress = 2 * apparent[0] - apparent[1]
assert abs(F_stress / sol["F"] - 1) < 3e-3

# K from the growth of the opening area with crack depth
da = 0.01
dA = (solve_crack(a + da, pair)["area"] - solve_crack(a - da, pair)["area"]) / (2 * da)
F_energy = np.sqrt(0.5 * dA / (np.pi * a))
assert abs(F_energy / sol["F"] - 1) < 2e-3

# channel release rate: opening area against depth average of K^2/E1'
x, w = np.polynomial.legendre.leggauss(6)
depths = a * (1 + x) / 2
average = np.sum(w / 2 * [np.pi * d * solve_crack(d, pair)["F"]**2 for d in depths])
channel = sol["area"] / (2 * a)
assert abs(average / channel - 1) < 2e-3

# opening profile and area against finite elements
fe = {}
for name, ref, E2, nu2 in (("equal", conv_equal[-1], E_film, nu_film),
                           ("layered", sol, E_sub, nu_sub)):
    yf, df, area_fe = finite_elements(a, E_film, nu_film, E2, nu2)
    worst = np.max(np.abs(df - opening(ref, yf))) / ref["mouth"]
    fe[name] = (df[0], area_fe, worst)
    assert worst < 0.01 and abs(area_fe / ref["area"] - 1) < 0.01

# substrate stiffness trend
E_stiff = 500.0
stiff_pair = elastic_pair(E_film, nu_film, E_stiff, nu_sub)
table = []
for d in (0.2, 0.4, 0.6, 0.8):
    row = [solve_crack(d, p)["F"] for p in (pair, None, stiff_pair)]
    assert row[0] > row[1] > row[2]
    table.append((d, *row))

profile_y = np.array([0.0, 0.25, 0.5, 0.75, 0.9, 0.99])
profile = opening(sol, a * profile_y)
assert np.all(profile > 0) and np.all(np.diff(profile) < 0)
to_nm = sigma_GPa / Ef * h_nm
K_SI = sol["F"] * sigma_GPa * 1e9 * np.sqrt(np.pi * a_nm * 1e-9)
G_SI = K_SI**2 / (Ef * 1e9)
G_channel = channel * (sigma_GPa * 1e9)**2 * h_nm * 1e-9 / (Ef * 1e9)
tip_law = 8 * K_SI / (Ef * 1e9) * np.sqrt(a_nm * 1e-9 * (1 - profile_y) / (2 * np.pi)) * 1e9
assert abs(tip_law[-1] / (profile[-1] * to_nm) - 1) < 0.02

print(f"film: E = {E_film:.0f} GPa, nu = {nu_film:.2f}, E1' = {Ef:.3f} GPa")
print(f"substrate: E = {E_sub:.0f} GPa, nu = {nu_sub:.2f}, "
      f"E2' = {E_sub/(1-nu_sub**2):.3f} GPa")
print(f"h = {h_nm:.0f} nm, a = {a_nm:.0f} nm, sigma = {sigma_GPa:.1f} GPa")
print(f"modulus ratio R = {pair[0]:.5f}, q = {pair[1]:.5f} (no unit)")
print(f"singular rule, 12 nodes, largest error = {rule_error:.1e} (no unit)")
print(f"reciprocal kernel slopes (1/h^2): {recip[0]:.6f}, {recip[1]:.6f}")
one = conv_equal[0]
print(f"one node, equal materials: phi = {one['phi'][0]:.5f}, F = {one['F']:.5f}")
print("N, F equal, F layered, mouth*E1'/(sigma a) equal, layered (no unit)")
for N, e, l in zip(counts, conv_equal, conv_layer):
    print(f"  {N:4d} {e['F']:.6f} {l['F']:.6f} {e['mouth']/a:.5f} {l['mouth']/a:.5f}")
print(f"layered F: tip value {sol['F']:.5f}, stress ahead {F_stress:.5f}, "
      f"area growth {F_energy:.5f}")
print("finite elements against dislocations, unit sigma h/E1' and sigma h^2/E1'")
for name, ref in (("equal", conv_equal[-1]), ("layered", sol)):
    m, ar, worst = fe[name]
    print(f"  {name}: mouth {m:.4f} / {ref['mouth']:.4f}, area {ar:.4f} / "
          f"{ref['area']:.4f}, worst profile gap {100*worst:.3f} % of mouth")
print("y/a, opening (nm), square-root tip law (nm)")
for yy, d, tl in zip(profile_y, profile * to_nm, tip_law):
    print(f"  {yy:.2f} {d:.4f} {tl:.4f}")
print(f"K = {K_SI/1e6:.4f} MPa m^0.5")
print(f"K for equal materials = {K_SI/1e6*conv_equal[-1]['F']/sol['F']:.4f} MPa m^0.5")
print(f"G at the tip, plane strain = {G_SI:.4f} J/m^2")
print(f"G of a long channel of depth a = {G_channel:.4f} J/m^2")
print(f"channel G / (sigma^2 h/E1'): area {channel:.5f}, depth average {average:.5f}")
print(f"opening area = {sol['area']*to_nm*h_nm:.3f} nm^2")
print(f"a/h, F for substrate E = {E_sub:.0f} GPa, equal materials, {E_stiff:.0f} GPa")
for row in table:
    print("  {:.1f} {:.5f} {:.5f} {:.5f}".format(*row))
print("finished without a failed check")
```

It prints:

```
film: E = 200 GPa, nu = 0.25, E1' = 213.333 GPa
substrate: E = 80 GPa, nu = 0.20, E2' = 83.333 GPa
h = 200 nm, a = 120 nm, sigma = 1.0 GPa
modulus ratio R = 2.56000, q = 2.25333 (no unit)
singular rule, 12 nodes, largest error = 1.3e-14 (no unit)
reciprocal kernel slopes (1/h^2): 0.809350, 0.809351
one node, equal materials: phi = 0.88889, F = 1.25708
N, F equal, F layered, mouth*E1'/(sigma a) equal, layered (no unit)
     1 1.257079 1.542404 5.58505 6.85272
     2 1.065909 1.233467 6.05796 7.41350
     5 1.153096 1.333423 5.96142 7.18787
    10 1.118042 1.286341 5.87398 7.05751
    20 1.120604 1.288866 5.83669 7.00477
    40 1.121287 1.289538 5.82337 6.98643
    80 1.121463 1.289711 5.81906 6.98059
   160 1.121507 1.289755 5.81774 6.97882
layered F: tip value 1.28975, stress ahead 1.28980, area growth 1.28983
finite elements against dislocations, unit sigma h/E1' and sigma h^2/E1'
  equal: mouth 3.4905 / 3.4906, area 1.4224 / 1.4226, worst profile gap 0.216 % of mouth
  layered: mouth 4.1882 / 4.1873, area 1.6798 / 1.6795, worst profile gap 0.206 % of mouth
y/a, opening (nm), square-root tip law (nm)
  0.00 3.9256 4.1040
  0.25 3.3713 3.5541
  0.50 2.7799 2.9019
  0.75 2.0047 2.0520
  0.90 1.2856 1.2978
  0.99 0.4100 0.4104
K = 0.7919 MPa m^0.5
K for equal materials = 0.6886 MPa m^0.5
G at the tip, plane strain = 2.9396 J/m^2
G of a long channel of depth a = 1.3121 J/m^2
channel G / (sigma^2 h/E1'): area 1.39960, depth average 1.39953
opening area = 314.910 nm^2
a/h, F for substrate E = 80 GPa, equal materials, 500 GPa
  0.2 1.15302 1.12151 1.09946
  0.4 1.21384 1.12151 1.05972
  0.6 1.28975 1.12151 1.01302
  0.8 1.39922 1.12151 0.94826
finished without a failed check
```
